# Compression stiffness of a thin incompressible disc bonded between rigid plates, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the volume balance to an upper bound

Q: A soft disc is glued between two flat steel plates and squeezed. Its stiffness should be Young's modulus times area over thickness. What is there to derive?

A: That formula assumes that the disc can widen freely as it gets thinner. Glue prevents the faces from widening. If the material also keeps its volume, every bit of thickness lost has to be made up by material moving outward between faces that hold it back. The question is what this costs.

Let the disc have radius $R$ and thickness $h$. I use cylindrical coordinates with $z$ running from $-h/2$ to $h/2$. The plates approach each other by $\Delta$ under a compressive force $F$, and the rim is free. The material is linear, isotropic and incompressible, with shear modulus $\mu$, and strains are small. The bonded plates impose

$$u_r=0,\qquad u_z=\mp\tfrac{\Delta}{2}\qquad\text{at } z=\pm\tfrac h2 .$$

The stiffness is $k=F/\Delta$. To compare with the simple formula, I define an apparent modulus by writing $k$ as if that formula held:

$$k=\frac{E_a\,\pi R^2}{h}\quad\Longrightarrow\quad E_a=\frac{Fh}{\pi R^2\Delta}.$$

Q: If the material cannot change volume, what does its stress law look like?

A: Strain fixes the stress only up to a pressure, because a uniform pressure does not deform an incompressible body. With $\varepsilon_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i)$,

$$\sigma_{ij}=-p\,\delta_{ij}+2\mu\,\varepsilon_{ij},\qquad \nabla\cdot\mathbf u=0 .$$

Here $p$ is positive in compression. It is an unknown field, found from equilibrium and the boundary conditions.

Q: How is $\mu$ related to the Young modulus in the simple formula?

A: Take a disc that can widen freely, with axial strain $-e$. Constant volume requires $\varepsilon_{rr}=\varepsilon_{\theta\theta}=e/2$. The sides carry no stress, so $0=-p+2\mu(e/2)$, which gives $p=\mu e$. Then

$$\sigma_{zz}=-\mu e-2\mu e=-3\mu e ,$$

so $E=3\mu$.

This also settles the case of frictionless plates. The uniform field $u_r=r\Delta/(2h)$, $u_z=-z\Delta/h$ satisfies equilibrium, leaves the rim free and puts no shear on the plates. Hence $E_a=E$ for any ratio $R/h$. Whatever extra stiffness we find must come from the bond.

Q: Then start with the bond. How far does the material have to move?

A: Consider the cylinder of radius $r$ inside the disc. When the plates approach by $\Delta$, it loses the volume $\pi r^2\Delta$ between them. The same volume must leave through its side, of height $h$:

$$\pi r^2\Delta=2\pi r\int_{-h/2}^{h/2}u_r\,dz=2\pi r h\,\bar u ,$$

where $\bar u$ is the average of $u_r$ over the thickness. Therefore

$$\bar u(r)=\frac{r\Delta}{2h}.$$

For small strains this follows from volume conservation and flat rigid plates alone. It shows the leverage of a thin disc: near the rim the average outward displacement is $R/(2h)$ times the approach of the plates.

Q: That gives the average. The profile across the thickness depends on forces.

A: Yes. Insert the stress law into $\partial_j\sigma_{ij}=0$. The term $\mu\,\partial_i(\nabla\cdot\mathbf u)$ vanishes, which leaves

$$\mu\nabla^2\mathbf u=\nabla p .$$

Its radial component is

$$\mu\left(\frac{\partial^2u_r}{\partial r^2}+\frac1r\frac{\partial u_r}{\partial r}-\frac{u_r}{r^2}+\frac{\partial^2u_r}{\partial z^2}\right)=\frac{\partial p}{\partial r}.$$

The displacement falls to zero at the plates within a distance of order $h$, but varies along the radius over a distance of order $R$. The last term in the bracket is therefore larger than the others by a factor of order $(R/h)^2$. I keep that term, and for the moment take $p$ to depend on $r$ alone:

$$\mu\frac{\partial^2u_r}{\partial z^2}=\frac{dp}{dr}.$$

Integrate twice. Symmetry about $z=0$ removes the linear term, and $u_r(\pm h/2)=0$ fixes the constant:

$$u_r=\frac{1}{2\mu}\frac{dp}{dr}\left(z^2-\frac{h^2}{4}\right).$$

The average of $z^2$ over the thickness is $h^2/12$, so

$$\bar u=\frac1{2\mu}\frac{dp}{dr}\left(\frac{h^2}{12}-\frac{h^2}{4}\right)=-\frac{h^2}{12\mu}\frac{dp}{dr}.$$

The minus sign says that material moves towards lower pressure. Equating this to $r\Delta/(2h)$ gives

$$\frac{dp}{dr}=-\frac{6\mu\Delta}{h^3}\,r,\qquad u_r=\frac{3r\Delta}{4h}\left(1-\frac{4z^2}{h^2}\right).$$

This is the same balance as in a lubricating film squeezed between plates, with displacement in place of velocity and shear modulus in place of viscosity.

Q: You dropped terms because they looked small. How do I know that they do not add up over a wide disc?

A: For this field they vanish. Write $u_r=r f(z)$. Then $\partial^2u_r/\partial r^2=0$, and the next two terms are $f/r-f/r=0$. The radial equation is satisfied in full.

The axial displacement follows from zero divergence, $2f+\partial u_z/\partial z=0$:

$$u_z=-2\int_0^z f\,dz'=-\frac{3\Delta}{2h}\left(z-\frac{4z^3}{3h^2}\right).$$

At $z=h/2$ the bracket is $h/2-h/6=h/3$, so $u_z=-\Delta/2$, as the plate requires. The axial equation then reads

$$\frac{\partial p}{\partial z}=\mu\frac{\partial^2u_z}{\partial z^2}=\frac{12\mu\Delta}{h^3}\,z .$$

So $p$ does vary a little across the thickness, and the full pressure is

$$p=C-\frac{3\mu\Delta}{h^3}r^2+\frac{6\mu\Delta}{h^3}z^2 .$$

The last term is at most $3\mu\Delta/(2h)$. The radial term reaches $3\mu\Delta R^2/h^3$, which is larger by $2(R/h)^2$. The displacement field satisfies all the equations inside the disc and all the conditions on the plates. What remains unsettled is the rim.

Q: What goes wrong at the rim?

A: A free rim needs $\sigma_{rr}=0$ and $\sigma_{rz}=0$ at every height. The field above has shear stress

$$\sigma_{rz}=\mu\frac{\partial u_r}{\partial z}=-\frac{6\mu\Delta}{h^3}\,r z ,$$

which is not zero at $r=R$. The true solution must therefore differ from this one near the rim.

Its size can be estimated. Displacements there are of order $R\Delta/h$ and vary over a distance $h$, so the stresses to be corrected are of order $\mu R\Delta/h^2$. The pressure scale in the middle is $\mu R^2\Delta/h^3$. The ratio is $h/R$. To leading order in $h/R$ I may therefore set $p(R)=0$, which fixes the constant:

$$p(r)=\frac{3\mu\Delta}{h^3}\left(R^2-r^2\right).$$

At this point that is an estimate. Bounds on the stiffness will replace it.

Q: Is the interior field really undisturbed, or does the rim spoil the whole disc?

A: I compared it with a finite-element solution of the full axisymmetric elastic problem, which makes no thin-disc approximation. For $R/h=24$ and radii below $22h$, the mid-plane radial displacement agrees with the formula to better than $10^{-5}$ of its peak. The pressure agrees to about 0.4 % of its peak (0.39 % on this mesh, 0.37 % on a finer one).

Most of the difference between these two figures has a simple reason. The volume balance fixes the amplitude of the displacement, but the constant $C$ in the pressure is set by the rim. A rim correction can therefore shift the pressure everywhere and leave the interior displacement alone. Indeed, once the $z^2$ term of the full pressure is restored, what remains of the difference below $22h$ is a constant, about $-6.5\,\mu\Delta/h$.

Q: Now the force. Should you not use $\sigma_{zz}$ instead of $p$?

A: The plate feels $-\sigma_{zz}=p-2\mu\varepsilon_{zz}$. On a bonded face $u_r=0$ for all $r$, so $\varepsilon_{rr}$ and $\varepsilon_{\theta\theta}$ vanish there. Zero divergence then gives $\varepsilon_{zz}=0$ as well, and the normal load on the plate is $p$. Hence

$$F=\int_0^R p\,2\pi r\,dr=\frac{6\pi\mu\Delta}{h^3}\left(\frac{R^4}{2}-\frac{R^4}{4}\right)=\frac{3\pi\mu R^4}{2h^3}\,\Delta .$$

Dividing by $\Delta$ gives the stiffness, and multiplying that by $h/(\pi R^2)$ gives the apparent modulus:

$$k\simeq\frac{3\pi\mu R^4}{2h^3},\qquad E_a\simeq\frac{3\mu}{2}\frac{R^2}{h^2}=\frac E2\left(\frac Rh\right)^2 .$$

The mean pressure is $F/(\pi R^2)=3\mu\Delta R^2/(2h^3)$, half the central value. In the finite-element solution at $R/h=24$ the ratio of central to mean pressure is 2.00.

Q: I can follow the integrals, but where does the square come from physically?

A: From shear. The slope of the displacement profile at the plate is

$$\left|\frac{\partial u_r}{\partial z}\right|_{z=h/2}=\frac{3r\Delta}{h^2}=3\,\frac rh\,\frac{\Delta}{h}.$$

The shear strain is the compressive strain $\Delta/h$ multiplied by a factor proportional to $r/h$. Elastic energy goes as the square of strain, so the energy per volume at a given $\Delta/h$ grows as $(R/h)^2$. The apparent modulus measures that energy.

The stiffness itself changes faster than $E_a$ when the thickness is varied, because $k$ contains another factor $1/h$. With $\mu$ and $R$ held fixed, halving $h$ multiplies the leading-order $k$ by eight.

Q: And if the faces could slide?

A: Then the shear disappears and the uniform field found earlier applies. The finite-element solution with frictionless plates at $R/h=6$ gives $E_a/E=1.0000$. With bonded plates and everything else unchanged it gives 18.56.

Q: Your rim argument is still an order-of-magnitude estimate. Can you prove that the force is right?

A: Yes, by enclosing $k$ between two bounds. The upper one comes from the energy. For an incompressible body the strain energy is

$$U[\mathbf u]=\mu\int\varepsilon_{ij}\varepsilon_{ij}\,dV .$$

Let $\mathbf u$ be the true field and $\mathbf u+\mathbf w$ a trial field that is also free of divergence and meets the plate conditions. Then $\mathbf w=0$ on the plates and $\nabla\cdot\mathbf w=0$. Expanding the square,

$$U[\mathbf u+\mathbf w]=U[\mathbf u]+U[\mathbf w]+2\mu\int\varepsilon_{ij}(\mathbf u)\,\varepsilon_{ij}(\mathbf w)\,dV .$$

In the last term $2\mu\varepsilon_{ij}(\mathbf u)=\sigma_{ij}+p\,\delta_{ij}$. The pressure part multiplies $\nabla\cdot\mathbf w=0$. The rest is integrated by parts:

$$\int\sigma_{ij}\,\partial_jw_i\,dV=\oint\sigma_{ij}n_jw_i\,dA-\int w_i\,\partial_j\sigma_{ij}\,dV=0 .$$

The surface term vanishes because $\mathbf w=0$ on the plates and the true traction is zero on the rim. The volume term vanishes by equilibrium. Since $U[\mathbf w]\ge0$, no trial field has less energy than the true one. The true energy equals the work of a force that rises linearly with displacement, $U=\tfrac12F\Delta=\tfrac12k\Delta^2$. Therefore

$$k\le\frac{2U_{\rm trial}}{\Delta^2}.$$

Q: Which trial field do you use? The one that fails at the rim?

A: That one. A trial displacement need not satisfy the stress condition on the rim. It has zero divergence and the right plate values, and this is enough.

With $u_r=rf$ and $u_z$ independent of $r$, the strains are

$$\varepsilon_{rr}=\varepsilon_{\theta\theta}=f,\qquad\varepsilon_{zz}=-2f,\qquad\varepsilon_{rz}=\tfrac12rf' .$$

The shear component enters the double sum twice, so

$$\varepsilon_{ij}\varepsilon_{ij}=f^2+f^2+4f^2+2\left(\tfrac12rf'\right)^2=6f^2+\tfrac12r^2f'^2 .$$

For the first thickness integral put $z=hs/2$:

$$\int f^2dz=\frac{9\Delta^2}{16h^2}\,\frac h2\int_{-1}^{1}(1-s^2)^2ds=\frac{9\Delta^2}{16h^2}\cdot\frac{8h}{15}=\frac{3\Delta^2}{10h}.$$

For the second, $f'=-6\Delta z/h^3$, so

$$\int f'^2dz=\frac{36\Delta^2}{h^6}\cdot\frac{h^3}{12}=\frac{3\Delta^2}{h^3}.$$

Over the disc area, $\int dA=\pi R^2$ and $\int r^2dA=\pi R^4/2$. Collecting terms,

$$U_{\rm trial}=\mu\left[6\pi R^2\,\frac{3\Delta^2}{10h}+\frac12\,\frac{\pi R^4}{2}\,\frac{3\Delta^2}{h^3}\right]=\frac{\pi\mu R^2\Delta^2}{h}\left[\frac95+\frac34\frac{R^2}{h^2}\right].$$

Multiply by $2/\Delta^2$ to bound $k$, then by $h/(\pi R^2)$ to bound $E_a$, and use $\mu=E/3$:

$$\frac{E_a}{E}\le\frac12\left(\frac Rh\right)^2+\frac65 .$$

The square term comes from shear, and the constant from stretching. This holds for every $R/h$ within linear incompressible elasticity.

Q: It shows that the disc is no stiffer than you claim. The free rim could still make it much softer.

A: It could, as far as this bound tells us. To exclude that we need a bound from below, built from a stress field that does respect the free rim.

## Second half: the lower bound, the limits and a real disc

The disc has radius $R$, thickness $h$, shear modulus $\mu$ and Young modulus $E=3\mu$. It is bonded to rigid plates that approach by $\Delta$ under the force $F$. From here on $a=R/h$. The stiffness is $k=F/\Delta$, and $E_a=kh/(\pi R^2)$. The thin-disc solution gave $\bar u=-(h^2/12\mu)\,dp/dr$ for the mean radial displacement, $p=3\mu\Delta(R^2-r^2)/h^3$ for the pressure, and $E_a\simeq Ea^2/2$. The energy bound gave $E_a/E\le a^2/2+6/5$.

Q: How can a stress field that is not the true one say anything about the true stiffness?

A: Through virtual work. Let $S_{ij}$ be any symmetric stress field that is in equilibrium and leaves the rim free of traction. It need not belong to any displacement. Let $F_S$ be the compressive force it exerts on each plate. Its work on the true displacement is

$$\int S_{ij}\varepsilon_{ij}\,dV=\oint S_{ij}n_ju_i\,dA=F_S\Delta ,$$

because each plate moves inward by $\Delta/2$ against $F_S$ and the rim contributes nothing. The true strain has no trace, so only the deviator $s_{ij}=S_{ij}-\tfrac13\delta_{ij}S_{kk}$ contributes on the left. The Cauchy–Schwarz inequality then gives

$$(F_S\Delta)^2\le\int s_{ij}s_{ij}\,dV\int\varepsilon_{ij}\varepsilon_{ij}\,dV .$$

Define $U_c=\int s_{ij}s_{ij}\,dV/(4\mu)$. The second integral is $U/\mu=k\Delta^2/(2\mu)$. The right side is then $4\mu U_c\cdot k\Delta^2/(2\mu)=2U_ck\Delta^2$, and

$$k\ge\frac{F_S^2}{2U_c}.$$

The thin-disc solution gives an apparent modulus that grows as $(R/h)^2$, and the energy argument proves that the incompressible disc can be stiffer than this by at most a small constant, $E_a/E\le a^2/2+6/5$. A lower bound now follows from any equilibrium stress field that leaves the rim free of traction; what remains is to choose such a field, and then to see how far the result holds for a real, slightly compressible disc.
